# Thermal width of an inelastic tunnelling peak for a sharp phonon mode: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Thermal width of an inelastic tunnelling peak for one sharp phonon mode.

Result under test: with x = (eV - hbar*omega)/kT the peak in d2I/dV2 is
    chi(x) = (y cosh y - sinh y) / (2 sinh(y)^3),  y = x/2,
with area 1, height 1/6 and full width at half maximum (FWHM) 4*y_half,
where y_half solves y cosh y - sinh y = sinh(y)^3 / 6 (about 5.44 kT/e).
Dimensionless energies are in units of kT. f is the Fermi function.
Material parameters of the example are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.signal import fftconvolve
from scipy.special import expit

STEP = 0.01
GRID = np.arange(-60.0, 60.0 + STEP / 2, STEP)


def chi(x):
    x = np.minimum(np.abs(np.asarray(x, dtype=float)), 400.0)
    y = np.where(x < 0.01, 1.0, x / 2)
    full = (y * np.cosh(y) - np.sinh(y)) / (2 * np.sinh(y) ** 3)
    return np.where(x < 0.01, 1 / 6 - x**2 / 60, full)


def flow(u, weight=1.0, t_receiver=1.0):
    """Filled source states times empty receiver states, summed directly."""
    filled = expit(-(GRID - u))
    empty = expit(GRID / t_receiver)
    return np.sum(weight * filled * empty) * STEP


def flow_closed(u):
    u = np.asarray(u, dtype=float)
    safe = np.where(np.abs(u) < 1e-9, 1.0, u)
    return np.where(np.abs(u) < 1e-9, 1.0, safe / (-np.expm1(-safe)))


def second_difference(func, x, h=0.02):
    return (func(x + h) - 2 * func(x) + func(x - h)) / h**2


def fwhm(func, low, high):
    """Width between half-height points, heights measured from zero."""
    best = minimize_scalar(lambda x: -float(func(x)), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-7})
    half = -best.fun / 2
    left = brentq(lambda x: float(func(x)) - half, low, best.x)
    right = brentq(lambda x: float(func(x)) - half, best.x, high)
    return right - left


# --- Tests of the rounded threshold and of the peak shape ---
for u in (-8.0, -2.0, 0.0, 0.7, 5.0, 12.0):
    assert abs(flow(u) - flow_closed(u)) < 1e-9
for x in (-6.0, -1.0, 0.0, 2.0, 7.0):
    # tolerance covers the h^2 error of the second difference
    assert abs(second_difference(flow, x) - chi(x)) < 1e-5

# --- Full current: both directions, emission and absorption ---
mode = 4.0
for occupation in (0.0, 0.7):
    def full_current(v, n=occupation):
        emission = flow(v - mode) - flow(-v - mode)
        absorption = flow(v + mode) - flow(mode - v)
        return (n + 1) * emission + n * absorption
    for v in (0.5, 3.0, 4.0, 6.5):
        expected = chi(v - mode) - chi(v + mode)
        assert abs(second_difference(full_current, v) - expected) < 2e-5

# --- Area, monotonic fall, and width ---
area = 2 * quad(chi, 0, 80, points=[0.01, 5, 20], limit=200)[0]
assert abs(area - 1) < 1e-7
assert np.all(np.diff(chi(np.linspace(0.02, 40, 2000))) < 0)
y_half = brentq(lambda y: y * np.cosh(y) - np.sinh(y) - np.sinh(y)**3 / 6,
                0.5, 3.0)
width = 4 * y_half
width_direct = fwhm(lambda x: second_difference(flow, x), -12, 12)
# tolerance covers the h^2 error of the second difference
assert abs(width_direct - width) < 1e-3

# --- One cold electrode leaves a single thermal edge ---
one_edge = 2 * np.log(3 + 2 * np.sqrt(2))
width_cold = fwhm(lambda x: second_difference(
    lambda u: flow(u, t_receiver=0.05), x), -12, 12)
# the receiver is at 0.05 T, not at zero temperature
assert abs(width_cold - one_edge) < 0.02

# --- Lock-in second harmonic against the averaging kernel ---
def lockin_kernel(v, amplitude):
    inside = np.clip(1 - (v / amplitude) ** 2, 0, None)
    return 8 * inside**1.5 / (3 * np.pi * amplitude)


theta = 2 * np.pi * np.arange(4000) / 4000
for amplitude, x in ((3.0, 1.0), (6.0, -2.0)):
    signal = flow_closed(x + amplitude * np.cos(theta))
    harmonic = 2 * np.mean(signal * np.cos(2 * theta))
    averaged = quad(lambda v: float(chi(x + v) * lockin_kernel(v, amplitude)),
                    -amplitude, amplitude, limit=200)[0]
    assert abs(harmonic - amplitude**2 / 4 * averaged) < 1e-6

# --- Example: Al / HfO2 / n+ Si; energies in eV, lengths in nm ---
k_ev = const.k / const.e
phonon = 0.050
temperatures = (4.2, 77.0, 300.0)
thickness = 2.0
barrier = 1.5
oxide_mass = 0.2
doping_cm3 = 2e20
k_oxide, k_silicon = 20.0, 11.7
built_in = 0.1
breakdown = 4.0
step_fraction = 0.01
modulation_rms = 1.0
natural_width = 2.0
mass_t, mass_l = 0.19, 0.92

print(f"FWHM, both electrodes warm: {width:.4f} kT/e")
print(f"FWHM from directly summed current: {width_direct:.4f} kT/e")
print(f"half-height root y_half: {y_half:.5f}")
print(f"peak height chi(0): {float(chi(0)):.5f}; area: {area:.6f}")
print(f"FWHM, one electrode at zero temperature: {one_edge:.4f} kT/e")
print(f"FWHM, receiver at 0.05 T, summed: {width_cold:.4f} kT/e")
print(f"FWHM per kelvin: {width * k_ev * 1e3:.4f} mV/K")
print(f"phonon energy (rough): {phonon * 1e3:.1f} meV")
print(f"assumed conductance step: {step_fraction * 100:.1f} %")

mirror_widths = []
for temp in temperatures:
    kt = k_ev * temp
    b = phonon / kt
    pair = fwhm(lambda x: chi(x - b) - chi(x + b), max(0.0, b - 15), b + 15)
    mirror_widths.append(pair)
    height = step_fraction / (6 * kt)
    print(f"T = {temp:.1f} K: kT = {kt * 1e3:.4f} meV, "
          f"phonon/kT = {b:.2f}")
    print(f"  ideal FWHM: {width * kt * 1e3:.3f} mV")
    print(f"  FWHM with mirror peak: {pair * kt * 1e3:.3f} mV "
          f"= {pair:.3f} kT/e")
    print(f"  ideal peak height / total conductance: {height:.3f} 1/V")
assert abs(mirror_widths[0] - width) < 1e-4
assert mirror_widths[2] < 0.95 * width

# --- Instrument and natural broadening at the lowest temperature ---
kt_mev = k_ev * temperatures[0] * 1e3
amplitude = np.sqrt(2) * modulation_rms
volts = np.linspace(-80, 80, 8001)
dv = volts[1] - volts[0]
thermal = chi(volts / kt_mev) / kt_mev
lockin = lockin_kernel(volts, amplitude)
lorentz = natural_width / (2 * np.pi) / (volts**2 + natural_width**2 / 4)
with_lockin = fftconvolve(thermal, lockin, mode="same") * dv
with_all = fftconvolve(with_lockin, lorentz, mode="same") * dv


def sampled_width(curve):
    return fwhm(lambda v: np.interp(v, volts, curve), -15, 15)


lockin_width = 2 * amplitude * np.sqrt(1 - 2 ** (-2 / 3))
assert abs(sampled_width(lockin) - lockin_width) < 2 * dv
thermal_width = width * kt_mev
print(f"modulation: {modulation_rms:.2f} mV rms, "
      f"amplitude {amplitude:.3f} mV")
print(f"lock-in FWHM alone: {lockin_width:.3f} mV")
print(f"4.2 K thermal + lock-in FWHM: {sampled_width(with_lockin):.3f} mV")
print(f"  root of summed squares: "
      f"{np.hypot(thermal_width, lockin_width):.3f} mV")
print(f"natural phonon FWHM (rough): {natural_width:.2f} meV")
print(f"4.2 K all three, FWHM: {sampled_width(with_all):.3f} mV")

# --- Silicon Fermi energy, surface screening and oxide field ---
valley_mass = (mass_t**2 * mass_l) ** (1 / 3)
density = doping_cm3 * 1e6
k_fermi = (3 * np.pi**2 * density / 6) ** (1 / 3)
fermi = (const.hbar * k_fermi)**2 / (2 * valley_mass * const.m_e) / const.e
screening = np.sqrt(2 * k_silicon * const.epsilon_0 * fermi
                    / (3 * const.e * density)) * 1e9
total_drop = built_in + phonon
field = total_drop / (thickness + screening * k_oxide / k_silicon)
surface_drop = field * screening * k_oxide / k_silicon
surface_fermi = fermi - surface_drop
assert surface_fermi > 0
print(f"film: {thickness:.1f} nm, barrier {barrier:.2f} eV, "
      f"mass {oxide_mass:.2f} m_e (rough)")
print(f"silicon doping: {doping_cm3:.1e} cm^-3")
print(f"silicon valley density-of-states mass: {valley_mass:.3f} m_e")
print(f"silicon bulk Fermi energy: {fermi * 1e3:.1f} meV")
print(f"permittivities (rough): film {k_oxide:.1f}, Si {k_silicon:.1f}")
print(f"built-in voltage (rough): {built_in:.2f} V")
print(f"silicon screening length: {screening:.3f} nm")
print(f"silicon surface potential drop: {surface_drop * 1e3:.1f} mV")
print(f"silicon surface Fermi energy: {surface_fermi * 1e3:.1f} meV")
print(f"oxide field: {field * 10:.3f} MV/cm; "
      f"breakdown (rough): {breakdown:.1f} MV/cm")
assert field * 10 < breakdown

# --- Energy-dependent states and barrier transmission ---
decay = np.sqrt(2 * oxide_mass * const.m_e * barrier * const.e) / const.hbar
slope = decay * 1e-9 * thickness / barrier
print(f"log-slope of barrier transmission: {slope:.3f} 1/eV")


def state_weight(energy):
    states = np.sqrt(np.clip(1 + energy / surface_fermi, 0, None))
    return states * np.exp(slope * energy)


for temp in temperatures[:2]:
    kt = k_ev * temp
    weight = state_weight(GRID * kt)

    def weighted_current(u):
        return np.exp(-slope * kt * u / 2) * flow(u, weight)
    corrected = fwhm(lambda x: second_difference(weighted_current, x), -10, 10)
    change = corrected / width_direct - 1
    print(f"{temp:.1f} K FWHM with varying states and barrier: "
          f"{corrected:.3f} kT/e ({change * 100:+.2f} %)")
    if temp == temperatures[0]:
        assert abs(change) < 0.03


def elastic_current(v):
    """Zero-temperature elastic current / zero-bias conductance, in V."""
    integral = quad(state_weight, 0, v, epsabs=1e-14, epsrel=1e-12)[0]
    return np.exp(-slope * v / 2) * integral


half_width = thermal_width * 1e-3 / 2
baseline = [second_difference(elastic_current, phonon + shift, h=1e-3)
            for shift in (-half_width, 0.0, half_width)]
print(f"elastic baseline at peak / conductance: {baseline[1]:.3f} 1/V")
print(f"baseline change across 4.2 K FWHM: "
      f"{baseline[2] - baseline[0]:+.4f} 1/V")

print("tests ok")
```

Output of this version:

```
FWHM, both electrodes warm: 5.4392 kT/e
FWHM from directly summed current: 5.4392 kT/e
half-height root y_half: 1.35979
peak height chi(0): 0.16667; area: 1.000000
FWHM, one electrode at zero temperature: 3.5255 kT/e
FWHM, receiver at 0.05 T, summed: 3.5343 kT/e
FWHM per kelvin: 0.4687 mV/K
phonon energy (rough): 50.0 meV
assumed conductance step: 1.0 %
T = 4.2 K: kT = 0.3619 meV, phonon/kT = 138.15
  ideal FWHM: 1.969 mV
  FWHM with mirror peak: 1.969 mV = 5.439 kT/e
  ideal peak height / total conductance: 4.605 1/V
T = 77.0 K: kT = 6.6353 meV, phonon/kT = 7.54
  ideal FWHM: 36.091 mV
  FWHM with mirror peak: 36.084 mV = 5.438 kT/e
  ideal peak height / total conductance: 0.251 1/V
T = 300.0 K: kT = 25.8520 meV, phonon/kT = 1.93
  ideal FWHM: 140.613 mV
  FWHM with mirror peak: 108.033 mV = 4.179 kT/e
  ideal peak height / total conductance: 0.064 1/V
Traceback (most recent call last):
  File "check.py", line 164, in <module>
    assert abs(sampled_width(lockin) - lockin_width) < 2 * dv
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The physics and the lock-in width formula were right; the peak search in the program's `fwhm` function was at fault. It ran a golden-section search over −15 to 15 mV, but the lock-in kernel is exactly zero beyond ±1.41 mV, so the first trial points both read zero and the search missed the peak. `fwhm` now scans the whole interval coarsely, then refines the maximum between the neighbours of the highest point, for every width in the program. No tested quantity or tolerance is changed.

The change:

```diff
@@ -44,6 +44,13 @@
 
 def fwhm(func, low, high):
-    """Width between half-height points, heights measured from zero."""
-    best = minimize_scalar(lambda x: -float(func(x)), bounds=(low, high),
+    """Width between half-height points, heights measured from zero.
+
+    A coarse scan finds the peak even if the curve is flat elsewhere.
+    """
+    scan = np.linspace(low, high, 301)
+    top = int(np.argmax([float(func(x)) for x in scan]))
+    assert 0 < top < len(scan) - 1
+    best = minimize_scalar(lambda x: -float(func(x)),
+                           bounds=(scan[top - 1], scan[top + 1]),
                            method="bounded", options={"xatol": 1e-7})
     half = -best.fun / 2
```

The mended program passes:

```
FWHM, both electrodes warm: 5.4392 kT/e
FWHM from directly summed current: 5.4392 kT/e
half-height root y_half: 1.35979
peak height chi(0): 0.16667; area: 1.000000
FWHM, one electrode at zero temperature: 3.5255 kT/e
FWHM, receiver at 0.05 T, summed: 3.5343 kT/e
FWHM per kelvin: 0.4687 mV/K
phonon energy (rough): 50.0 meV
assumed conductance step: 1.0 %
T = 4.2 K: kT = 0.3619 meV, phonon/kT = 138.15
  ideal FWHM: 1.969 mV
  FWHM with mirror peak: 1.969 mV = 5.439 kT/e
  ideal peak height / total conductance: 4.605 1/V
T = 77.0 K: kT = 6.6353 meV, phonon/kT = 7.54
  ideal FWHM: 36.091 mV
  FWHM with mirror peak: 36.084 mV = 5.438 kT/e
  ideal peak height / total conductance: 0.251 1/V
T = 300.0 K: kT = 25.8520 meV, phonon/kT = 1.93
  ideal FWHM: 140.613 mV
  FWHM with mirror peak: 108.033 mV = 4.179 kT/e
  ideal peak height / total conductance: 0.064 1/V
modulation: 1.00 mV rms, amplitude 1.414 mV
lock-in FWHM alone: 1.721 mV
4.2 K thermal + lock-in FWHM: 2.495 mV
  root of summed squares: 2.615 mV
natural phonon FWHM (rough): 2.00 meV
4.2 K all three, FWHM: 3.756 mV
film: 2.0 nm, barrier 1.50 eV, mass 0.20 m_e (rough)
silicon doping: 2.0e+20 cm^-3
silicon valley density-of-states mass: 0.321 m_e
silicon bulk Fermi energy: 117.5 meV
permittivities (rough): film 20.0, Si 11.7
built-in voltage (rough): 0.10 V
silicon screening length: 0.503 nm
silicon surface potential drop: 45.1 mV
silicon surface Fermi energy: 72.4 meV
oxide field: 0.524 MV/cm; breakdown (rough): 4.0 MV/cm
log-slope of barrier transmission: 3.741 1/eV
4.2 K FWHM with varying states and barrier: 5.471 kT/e (+0.58 %)
77.0 K FWHM with varying states and barrier: 6.061 kT/e (+11.44 %)
elastic baseline at peak / conductance: 6.037 1/V
baseline change across 4.2 K FWHM: -0.0163 1/V
tests ok
```
